Muon pair production from electron–positron annihilation at lowest order

Before a muon-pair rate in electron–positron collisions is computed, one has to decide whether the muon mass must be carried through the calculation. Without it, the angular distribution and the total rate are one-line formulas in which the collision energy is the only scale. With it, both depend on the muon speed. The decision needs the massless result and a measure of its error, and the error turns out to differ between the total and the rate at a fixed angle.

The process is e⁻e⁺ → μ⁻μ⁺, with unpolarized beams and muon spins not observed, seen in the frame where the total momentum is zero. The angle θ lies between the outgoing μ⁻ and the incoming e⁻. The treatment is lowest-order quantum electrodynamics: one photon links the two pairs. Z exchange, radiative corrections and hadronic resonances are left out, so the formulas do not describe energies or accuracies at which these matter.

Atomic units are used in the algebra: ħ, the electron mass, the elementary charge and 4πε₀ equal 1, and the speed of light is c = 1/α, with α = 0.00729735 the fine-structure constant. The total energy is E. The invariant s is the square of the total four-momentum, which in this frame is s = E²/c². The massless results to be derived are

dσ/dΩ = α²(1 + cos²θ)/(4s),  σ = 4πα²/(3s).

Since α²/s = (1/c²)(c²/E²) = 1/E², they can also be written (1 + cos²θ)/(4E²) and 4π/(3E²).

A lepton of mass m and momentum p obeys the Dirac equation with

H(p) = c α·p + B mc².

The 4×4 matrices satisfy αᵢαⱼ + αⱼαᵢ = 2δᵢⱼ, αᵢB + Bαᵢ = 0 and B² = 1, so that H² = c²p² + m²c⁴. The eigenvalues are therefore ±√(c²p² + m²c⁴). Each of the four matrices anticommutes with another that squares to 1, so its trace vanishes; H is traceless, and each sign occurs twice. The symbol α with a dot or an index, between two spinors as in v†αu, or in the words "α matrices", denotes these matrices; elsewhere α is the fine-structure constant. An incoming electron of momentum p₁ occupies a positive-energy state u. A positron of momentum p₂ is a missing electron in a negative-energy state v of momentum −p₂. Annihilation is the fall of the electron from u into the empty state v. Muon pair creation is the lift of a muon from a filled negative-energy state v′ of momentum −p₄ to a state u′ of momentum p₃. All spinors have unit norm, and the plane waves are normalized in a volume V.

The transitions have the density and current matrix elements

ρₑ = v†u,  jₑ = v†αu,  ρ_μ = u′†v′,  j_μ = u′†αv′.

They are related by charge conservation. From H(p₁)u = E₁u and H(−p₂)v = −E₂v follows

v†[H(p₁) − H(−p₂)]u = (E₁ + E₂) v†u.

The mass terms cancel in the bracket, which leaves cα·(p₁ + p₂). With k = p₁ + p₂ this reads

Eρₑ = c k·jₑ.

The same subtraction for the muons gives Eρ_μ = c k·j_μ, because they have the same total energy and momentum. A small nonzero k is kept for the moment, since the Coulomb interaction contains 1/k².

In Coulomb gauge the leptons interact in two ways: through transverse photons and through the instantaneous Coulomb energy. For charge −1 the momentum in H becomes p + A/c, so the coupling to the photon field is α·A. A photon mode of frequency ω = c|k| and real polarization ε enters as

A = N(ε a e^{ik·x} + ε a† e^{−ik·x}).

The constant N follows from the energy of one photon. One photon adds 2N² to the mean value of A². The electric field is −(1/c)∂A/∂t, so its energy is (1/8π)V(ω²/c²)2N², and the magnetic energy is equal to it. Their sum Vω²N²/(2πc²) must be ω, hence

N² = 2πc²/(Vω).

At each vertex the plane waves of the leptons and the photon combine to a constant when momentum is conserved. The factor V from the integral cancels the 1/V from the two lepton waves, and the vertex is N ε·jₑ or N ε·j_μ.

Second-order perturbation theory sums the products of two vertices divided by the initial energy minus the intermediate energy. There are two orderings. In the first, the electron pair annihilates into a photon, which then makes the muons; the intermediate energy is ω and the denominator is E − ω. In the second, the muons and a photon appear first, while the electron pair is still present, and the photon is then absorbed in the annihilation. The intermediate energy is 2E + ω and the denominator is −(E + ω). Each vertex contains two lepton operators, so exchanging the order of the vertices brings no relative sign. The sum is

N²[1/(E − ω) − 1/(E + ω)] = (2πc²/Vω) · 2ω/(E² − ω²) = 4πc²/[V(E² − ω²)].

It multiplies the sum over the two polarizations, which is the product of the current components perpendicular to k:

Σ (ε·j_μ)(ε·jₑ) = j_μ·jₑ − (k̂·j_μ)(k̂·jₑ).

The Coulomb energy between the two charge densities has the Fourier factor 4π/k² and the charge product (−1)(−1) = 1. Its matrix element is (4π/V)ρ_μρₑ/k². By the continuity relations,

ρ_μρₑ/k² = c²(k̂·j_μ)(k̂·jₑ)/E².

The Coulomb term is thus the missing longitudinal part of the current product. Write j_T for the component perpendicular to k and j_L for the one along it, with the muon current first in each product. The transition amplitude T is

VT = 4πc²[j_T·j_T/(E² − c²k²) + j_L j_L/E²].

As k → 0 the two denominators become equal, and

T = M/V,  M = 4πc² j_μ·jₑ/E².

The direction from which k approaches zero has dropped out. It would not drop out if the Coulomb term were omitted on the ground that both charge densities vanish at k = 0: they vanish in proportion to |k|, and 1/k² compensates. In a numerical case with a total energy of five muon rest energies and θ = 1 radian, the transverse part alone gives 0.712 of the full spin-summed strength when k approaches zero along x, perpendicular to the beam in the scattering plane. It gives 0.744 along the direction (0.48, 0.60, 0.64) and 1.000 along the beam. In the last case almost nothing is missing because the current of the fast electron pair has almost no component along the beam.

The spin sum comes next. With the masses dropped, it can be done by looking at the currents themselves. In the standard representation αᵢ = γ₅Σᵢ, where Σᵢ is the Pauli matrix σᵢ acting on both the upper and the lower pair of components, and γ₅ exchanges the two pairs. The matrix γ₅ commutes with every αᵢ and has eigenvalues χ = ±1, called chirality. A spinor of chirality χ is (ξ, χξ)/√2 with a two-component unit vector ξ. On such spinors αᵢ acts as χσᵢ, and the massless Hamiltonian is cχσ·p. States of different chirality have no current between them, because every αᵢ commutes with γ₅.

Let the electron move along z with momentum p. The empty state v has momentum −p₂, which is also p along z. For χ = +1 the positive-energy state has σ_z = +1, so ξ = (1, 0), and the negative-energy state has σ_z = −1, so its two-component vector is η = (0, 1). The current η†σξ has the components

η†σ_xξ = 1,  η†σ_yξ = i,  η†σ_zξ = 0,

that is, jₑ = (1, i, 0). For χ = −1 the two vectors are exchanged and the current is −(1, −i, 0). The first case has a simple meaning. The electron has spin up along z. The missing state has spin down, so the positron also has spin up. The pair carries one unit of angular momentum along the beam, and this is what the vector (1, i, 0) describes.

The muon current is the complex conjugate of an annihilation current along the axis n = (sin θ, 0, cos θ). Two unit vectors perpendicular to n are e₁ = (cos θ, 0, −sin θ) and e₂ = (0, 1, 0), with e₁ × e₂ = n. For muon chirality +1 the current is, up to a phase,

j_μ = e₁ − ie₂ = (cos θ, −i, −sin θ).

Its products with the two electron currents are

(cos θ, −i, −sin θ)·(1, i, 0) = cos θ + 1,
(cos θ, −i, −sin θ)·(1, −i, 0) = cos θ − 1.

Muon chirality −1 gives the same two squares with the roles exchanged. The strength |j_μ·jₑ|² is therefore (1 + cos θ)² for equal chiralities and (1 − cos θ)² for opposite ones. The first vanishes at θ = 180°. There the muon pair would carry its unit of angular momentum along −z, while the initial pair carries it along +z.

There are four spin states of the initial pair, two of which contribute. Summing over final spins and averaging over the four initial ones gives

¼[2(1 + cos θ)² + 2(1 − cos θ)²] = 1 + cos²θ.

At 60° the two strengths are 2.25 and 0.25, and the average is (2 × 2.25 + 2 × 0.25)/4 = 1.25. The terms linear in cos θ cancel because both chirality combinations have equal weight, so in this approximation as many μ⁻ go forward as backward. With the average denoted by angle brackets,

⟨|M|²⟩ = 16π²c⁴(1 + cos²θ)/E⁴.

The golden rule gives the transition rate as 2π|T|² times the number of final states per unit energy. Because p₄ = −p₃, the final states are counted by the μ⁻ momentum alone. There are V p²dp dΩ/(2π)³ of them in a small range. For massless muons E = 2cp, so p = E/(2c) and dp/dE = 1/(2c). The density of states is

dN/dE = V E² dΩ/[8c³(2π)³].

Integrated over all directions and over a shell of energies, this predicts 636696 momentum states for a periodic cube of side L and a shell of momenta between 40 and 60 units of 2π/L; a direct count gives 636328. The difference, 0.06% of the prediction, comes from lattice points near the surfaces of the shell.

The cross section is the rate divided by the incident flux. With one electron and one positron in V, approaching each other at the relative speed 2c, the flux is 2c/V. Collecting the factors,

dσ/dΩ = 2π · ⟨|M|²⟩/V² · V E²/[8c³(2π)³] · V/(2c).

The volume cancels. The numerical factor is 2π/(8 · 8π³ · 2) = 1/(64π²), so

dσ/dΩ = ⟨|M|²⟩E²/(64π²c⁴) = (1 + cos²θ)/(4E²) = α²(1 + cos²θ)/(4s).

For the total, let x = cos θ. The integral over the sphere is

2π ∫₋₁¹ (1 + x²) dx = 2π(2 + 2/3) = 16π/3,

and a quarter of it gives

σ = 4π/(3E²) = 4πα²/(3s).

The fall with 1/s was to be expected from dimensions: without masses, the only length that can be formed from the collision energy, ħ and c is ħc/E, and a cross section is the square of a length. The numerical check confirms the angular law and its normalization by a separate covariant trace calculation.

To obtain numbers, note that σE² = 4π/3 is in units of (hartree × bohr)². The product of the hartree and the bohr is e²/(4πε₀), which is 14.39965 eV Å. Hence

σE² = (4π/3)(14.39965 eV Å)² = 868.5 eV² Å².

One Å² is 10⁻²⁰ m² and one nanobarn is 10⁻³⁷ m², so 1 Å² = 10¹⁷ nb. With 1 eV² = 10⁻¹⁸ GeV², the constant is 868.5 × 10¹⁷ × 10⁻¹⁸ = 86.85 nb GeV². In the convention where s denotes the squared energy, σ is therefore 86.85 nb divided by s in GeV². To three figures this is 86.9.

As an example take the round total energy E = 5 × 10⁹ eV, for which E² = 2.5 × 10¹⁹ eV². At 90° the differential cross section is

(14.39965 eV Å)²/(4 × 2.5 × 10¹⁹ eV²) = 2.07 × 10⁻¹⁸ Å² per steradian.

At 60° it is larger by the factor 1.25, which gives 2.59 × 10⁻¹⁸, and at 0° by the factor 2, which gives 4.15 × 10⁻¹⁸ in the same unit. The total is

σ = 868.5/(2.5 × 10¹⁹) Å² = 3.47 × 10⁻¹⁷ Å² = 3.47 nb.

A detector that covers only |cos θ| < 0.5 sees the fraction

∫ from −½ to ½ of (1 + x²) dx ÷ (8/3) = (13/12)/(8/3) = 13/32 = 0.406

of the muons. An isotropic distribution would give 0.5.

The error made by neglecting the muon mass can be found from the same amplitude. Chirality is no longer conserved when m is not zero, so the spin sum is done with projection matrices. In the centre-of-mass frame both states of a pair, u′ and v′, belong to the same momentum p₃ = −p₄, and each lepton has energy E/2. Define

h = H(p₃)/(E/2) = β α·n + (2mc²/E)B,  β = 2cp₃/E.

Here β is the muon speed divided by c. Since h² = 1, the sum of u′u′† over spins is (1 + h)/2 and that of v′v′† is (1 − h)/2. The spin sum of current products is therefore a trace:

Σ jᵢjⱼ* = Tr[(1 + h)αᵢ(1 − h)αⱼ]/4.

The terms with a single h vanish: they contain traces of B with two α matrices, which are zero, and differences of traces of three α matrices. A product of three α matrices is, up to a sign, iγ₅ if the indices all differ and a single α matrix if one is repeated; both have zero trace. Two terms remain. The first is Tr αᵢαⱼ = 4δᵢⱼ. For the second, the anticommutator αᵢh + hαᵢ = 2βnᵢ gives

hαᵢh = h(−hαᵢ + 2βnᵢ) = −αᵢ + 2βnᵢh.

With Tr(hαⱼ) = 4βnⱼ it follows that Tr(hαᵢhαⱼ) = −4δᵢⱼ + 8β²nᵢnⱼ. The result is

Σ jᵢjⱼ* = ¼[4δᵢⱼ + 4δᵢⱼ − 8β²nᵢnⱼ] = 2(δᵢⱼ − β²nᵢnⱼ).

For β = 1 the current is purely transverse to n, as found before. A slower pair also has a longitudinal component. For the electron pair the mass is still neglected, and its tensor is 2(δᵢⱼ − zᵢzⱼ), with z the unit vector along the beam. Contracting the two tensors and dividing by four gives

3 − 1 − β² + β²cos²θ = 2 − β²sin²θ

in place of 1 + cos²θ. The density of states changes too. Now p = βE/(2c), and dE/dp is the sum of the two muon speeds, 2βc. Thus p²dp/dE = βE²/(8c³), which is β times the massless value. Together,

dσ/dΩ = β(2 − β²sin²θ)/(4E²).

Near threshold β → 0, the distribution becomes isotropic, and at this order the rate vanishes in proportion to β. The Coulomb attraction between the slow muons is a higher-order effect left out here. It is governed by the ratio of e²/(4πε₀ħ) to the muon speed, which is α/β. For slow muons it multiplies the rate by X/(1 − e^{−X}) with X = πα/β, which is still 1.17 at β = 10α and 1.05 at β = 30α, so this behaviour can be trusted only for β well above πα. Integrating over the sphere gives

2πβ ∫₋₁¹ (2 − β² + β²x²) dx = 2πβ(4 − 4β²/3) = (8π/3)β(3 − β²).

Divided by the massless value 16π/3, this is the correction factor for the total:

σ(massive)/σ(massless) = β(3 − β²)/2.

To see how it approaches 1, let y = 1 − β² = 4m²c⁴/E². Then β = √(1 − y) ≈ 1 − y/2 − y²/8, and

β(3 − β²)/2 = √(1 − y)(1 + y/2) ≈ 1 − 3y²/8.

The first-order terms cancel. At a fixed angle they generally do not. The ratio of the differential cross sections is, to first order,

β(2 − β²sin²θ)/(1 + cos²θ) ≈ 1 + y[sin²θ/(1 + cos²θ) − ½].

The bracket is −½ at 0° and +½ at 90°, and it vanishes where cos²θ = 1/3. To first order in y, the mass moves muons from the beam direction towards the sides and leaves their total number unchanged.

The muon rest energy is 1.0566 × 10⁸ eV. At E = 5 × 10⁹ eV this gives y = 4 × (1.0566 × 10⁸)²/(2.5 × 10¹⁹) = 1.79 × 10⁻³. The total is lower than the massless value by 1.2 × 10⁻⁶ of that value, in agreement with 3y²/8. The differential cross section changes by −8.9 × 10⁻⁴ of its massless value at 0°, by +1.8 × 10⁻⁴ at 60° and by +8.9 × 10⁻⁴ at 90°. For a total rate in this model the mass is negligible here; for the angular distribution of this model it reaches about one part in a thousand. These figures measure the effect of the muon mass alone. The electron mass enters the total at first order, raising it by 4 × 10⁻⁸ here, and it outweighs the muon term by 3 × 10¹⁰ eV. The model itself is not accurate to this level. The omitted radiative corrections carry an extra power of α ≈ 0.007 multiplied by large logarithms of E over the electron rest energy; vacuum polarization by leptons alone changes the total by about 3.5% at this energy. Z exchange changes the differential cross section by about −2 × 10⁻³ at 0° and +2 × 10⁻³ at 180°, and the total by about −1 × 10⁻⁵, more than the muon mass does.

At lower energies the choice changes. The ratio of the massive to the massless total is 0.9992 at 10⁹ eV, 0.987 at 5 × 10⁸ eV and 0.725 at 2.5 × 10⁸ eV. In the last case β is 0.534, and the massless formula exceeds the massive result by 38% of the latter. Below twice the muon rest energy no pair can be made at all, although the massless formula still returns a finite rate.

Values computed for the example and the checks

```
fine-structure constant alpha: 0.007297353
speed of light c = 1/alpha: 137.035999 atomic units
e^2/(4 pi eps0): 14.39965 eV angstrom
sigma times E^2: 868.545 eV^2 angstrom^2
sigma times E^2, converted: 86.854 nb GeV^2
same, to three figures: 86.9 nb GeV^2
example total energy E: 5.000e+09 eV
example E^2: 2.500e+19 eV^2
d sigma/d Omega at 0 deg: 4.1470e-18 angstrom^2/sr
d sigma/d Omega at 60 deg: 2.5919e-18 angstrom^2/sr
d sigma/d Omega at 90 deg: 2.0735e-18 angstrom^2/sr
total cross section: 3.4742e-17 angstrom^2
total cross section, converted: 3.4742 nb
fraction with |cos theta| < 0.5: 0.40625
equal-chirality strength at 60 deg: 2.2500
opposite-chirality strength at 60 deg: 0.2500
spin-averaged strength at 60 deg: 1.2500
transverse part only / full, k along x: 0.7116
transverse part only / full, k along z: 1.0000
transverse part only / full, k along oblique: 0.7435
box states counted: 636328
box states predicted: 636696
muon rest energy: 1.05658e+08 eV
E = 2.50e+08 eV: muon beta = 0.534344, massive/massless total = 0.7252323
E = 5.00e+08 eV: muon beta = 0.906301, massive/massless total = 0.9872420
E = 1.00e+09 eV: muon beta = 0.977418, massive/massless total = 0.9992408
E = 5.00e+09 eV: muon beta = 0.999107, massive/massless total = 0.9999988
1 - massive/massless total at example E: 1.197e-06
massive/massless - 1 at example E, 0 deg: -8.935e-04
massive/massless - 1 at example E, 60 deg: 1.773e-04
massive/massless - 1 at example E, 90 deg: 8.911e-04
```
